# Operation counts for Ewald summation, direct and with a mesh

## Problem

A periodic cube of side \(L\) and volume \(V=L^3\) holds \(N\) charges \(\pm q\), neutral in total. The density \(\rho=N/V\) stays fixed as \(N\) grows. The Coulomb forces are computed by Ewald summation with splitting parameter \(\alpha\), real-space cutoff \(r_c\) and reciprocal cutoff \(k_c\). One real-space pair costs \(t_r\), and one term for a given particle and wavevector costs \(t_k\).

1. How must \(r_c\) and \(k_c\) be tied to \(\alpha\) so that the two truncation errors are equal?
2. With the accuracy held in this way, which \(\alpha\) gives the least work, and how does that work grow with \(N\)?
3. How does the work grow if \(r_c\) is fixed instead, first without and then with a mesh for the reciprocal sum?
4. Evaluate the three schemes for \(N=4096\), \(32768\) and \(262144\).

Hartree atomic units are used. The surrounding medium is taken to be conducting, so the \(\mathbf k=0\) term is absent. For error estimates and pair counts the positions are taken as uncorrelated and uniform.

## Solution

### The two sums

Write \(1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r\). The second part is the potential \(\phi\) of a unit Gaussian charge, because

\[
\frac{d^2(r\phi)}{dr^2}=\frac{d^2}{dr^2}\mathrm{erf}(\alpha r)=-\frac{4\alpha^3 r}{\sqrt\pi}e^{-\alpha^2r^2}=-4\pi r\,\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2},
\]

which is Poisson's equation for that density. The Gaussian has Fourier transform \(e^{-k^2/4\alpha^2}\), so its potential has transform \(4\pi e^{-k^2/4\alpha^2}/k^2\).

Let \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\). Minus the gradient of the first part gives the real-space force

\[
\mathbf F_i^{\rm r}=q_i\sum_j q_j\frac{\mathbf r_{ij}}{r_{ij}}f(r_{ij}),\qquad
f(r)=\frac{\mathrm{erfc}(\alpha r)}{r^2}+\frac{2\alpha}{\sqrt\pi\,r}e^{-\alpha^2r^2}.
\]

The second part gives a sum over the wavevectors of the box. Its terms are equal for \(\mathbf k\) and \(-\mathbf k\), since both \(\mathbf k\) and the sine change sign. Half of them therefore suffice, with a factor 2:

\[
\mathbf F_i^{\rm k}=q_i\sum_{\rm half}\frac{8\pi}{V}\frac{\mathbf k}{k^2}e^{-k^2/4\alpha^2}\sum_j q_j\sin(\mathbf k\cdot\mathbf r_{ij}).
\]

The sum over \(j\) is not repeated for each \(i\). It equals \(\mathrm{Im}[e^{i\mathbf k\cdot\mathbf r_i}S^*(\mathbf k)]\) with \(S(\mathbf k)=\sum_jq_je^{i\mathbf k\cdot\mathbf r_j}\), so each wavevector needs a number of operations proportional to \(N\), not \(N^2\).

### 1. Equal errors

Both errors require the tail of a Gaussian. Near the lower limit \(x^2\approx a^2+2a(x-a)\), hence for \(ba^2\gg1\)

\[
\int_a^\infty e^{-bx^2}dx\approx\frac{e^{-ba^2}}{2ab}.
\]

**Real space.** The neglected pair forces have random directions, so their mean vanishes and their squares add. For \(\alpha r\gg1\), \(\mathrm{erfc}(\alpha r)\approx e^{-\alpha^2r^2}/(\sqrt\pi\,\alpha r)\). The first term of \(f\) is then smaller than the second by \(1/(2\alpha^2r^2)\) and is dropped. The mean square error per particle is

\[
q^4\rho\int_{r_c}^\infty4\pi r^2\,\frac{4\alpha^2}{\pi r^2}e^{-2\alpha^2r^2}dr
=16\alpha^2q^4\rho\,\frac{e^{-2\alpha^2r_c^2}}{4\alpha^2r_c}
=\frac{4q^4\rho}{r_c}e^{-2\alpha^2r_c^2}.
\]

**Reciprocal space.** For random positions the sines of different particles \(j\), and of different wavevectors in the half space, are uncorrelated, and each has mean square \(1/2\). The mean square of the neglected force is

\[
q^4\,\frac N2\sum_{{\rm half},\,k>k_c}\frac{64\pi^2}{V^2k^2}e^{-k^2/2\alpha^2}.
\]

If many wavevectors contribute, the half sum becomes \(\tfrac12V(2\pi)^{-3}\int4\pi k^2dk=V(4\pi^2)^{-1}\int k^2dk\). This gives

\[
8q^4\rho\int_{k_c}^\infty e^{-k^2/2\alpha^2}dk\approx\frac{8q^4\rho\,\alpha^2}{k_c}e^{-k_c^2/2\alpha^2}.
\]

The exponents agree if \(\alpha r_c=k_c/2\alpha\). Call this common number \(s\):

\[
r_c=\frac s\alpha,\qquad k_c=2s\alpha .
\]

The prefactors then agree as well, because \(8\alpha^2/k_c=4\alpha/s=4/r_c\). To leading order in \(1/s^2\), each sum has the rms force error

\[
\delta F=2q^2\sqrt{\rho/r_c}\;e^{-s^2}.
\]

The rms error of the total force is at most the sum of the two rms errors, whatever the correlation between the two parts; to the same leading order this sum is \(2\,\delta F\). In the numerical check, neglected forces in random configurations of 512 charges, averaged over cutoffs from \(s=2.6\) to \(3.2\), were between 0.93 and 1.03 times this estimate. At a single cutoff the reciprocal error deviates more, because the wavevectors come in discrete shells: for these boxes the lattice sum itself lies between 0.82 and 1.10 times \(\delta F\) over the same range of \(s\).

Fixed accuracy will mean fixed \(s\). The error then does not grow with \(N\) as long as \(r_c\) does not shrink.

### 2. The least work

Each particle has \(\tfrac43\pi\rho r_c^3\) neighbours, and each pair is computed once. The half sphere of radius \(k_c\) holds \(\tfrac12\cdot\tfrac43\pi k_c^3\,V/(2\pi)^3=k_c^3V/(12\pi^2)\) wavevectors, each visited by \(N\) particles. Therefore

\[
T=t_r\frac{2\pi}{3}N\rho r_c^3+t_kN\frac{k_c^3V}{12\pi^2}.
\]

Insert the cutoffs and \(V=N/\rho\):

\[
T=\frac{AN}{\alpha^3}+BN^2\alpha^3,\qquad A=\frac{2\pi\rho s^3t_r}{3},\qquad B=\frac{2s^3t_k}{3\pi^2\rho}.
\]

A larger \(\alpha\) moves work from the pairs to the wavevectors. With \(x=\alpha^3\), the condition \(dT/dx=-AN/x^2+BN^2=0\) gives \(x^2=A/(BN)\). This is a minimum, since \(d^2T/dx^2=2AN/x^3>0\). With \(A/B=\pi^3\rho^2t_r/t_k\),

\[
\alpha_{\rm opt}=\sqrt\pi\left(\frac{t_r}{t_k}\right)^{1/6}\rho^{1/3}N^{-1/6}.
\]

At this point both parts of \(T\) equal \(\sqrt{AB}\,N^{3/2}\). Since \(AB=4s^6t_rt_k/(9\pi)\), their sum is

\[
T_{\min}=\frac{4s^3}{3\sqrt\pi}\sqrt{t_rt_k}\;N^{3/2}.
\]

The density has cancelled. The exponent has a simple reading: \(r_c\propto N^{1/6}\), so the neighbours per particle grow as \(r_c^3\propto\sqrt N\). The number of wavevectors grows as \(k_c^3V\propto N^{-1/2}N=\sqrt N\). Each particle thus meets of order \(\sqrt N\) partners in either space.

The minimum is flat. For \(\alpha=y\,\alpha_{\rm opt}\) the two halves are multiplied by \(y^{-3}\) and \(y^3\), so \(T/T_{\min}=(y^3+y^{-3})/2\). A value 20% too large costs 15% more work.

The result has three conditions.

- **Neighbour search.** Neighbours must be found by a method such as cell lists, whose search visits a bounded number of candidates per accepted pair (\(27/(4\pi/3)\approx6.4\) for cells of side \(r_c\) when \(L\gg r_c\)). A whole number of cells must fit in the box, so the ratio can be larger when \(L\) is only a few \(r_c\): just below \(L=4r_c\) three cells per side cover the whole box and the ratio is \(64/(4\pi/3)\approx15\). This search is not counted separately in \(T\). Testing all pairs would bring back a term in \(N^2\).
- **Size.** Using the nearest image alone requires \(r_c<L/2\). Since \(\alpha_{\rm opt}L=\sqrt\pi\,(t_r/t_k)^{1/6}N^{1/6}\), this means \(N>(2s/\sqrt\pi)^6\,t_k/t_r\).
- **Meaning of accuracy.** At fixed \(s\), \(\delta F\propto r_c^{-1/2}\propto N^{-1/12}\), so the error falls slowly. If \(\delta F\) itself were held constant, \(s\) could be lowered slightly as \(N\) grows, and the work would grow a little more slowly than \(N^{3/2}\).

### 3. Fixed real-space cutoff

A fixed \(r_c\) fixes \(\alpha=s/r_c\) and \(k_c=2s\alpha\). The pair work is then proportional to \(N\). Without a mesh, however, the reciprocal work is

\[
t_kN\frac{k_c^3V}{12\pi^2}=\frac{t_kk_c^3}{12\pi^2\rho}N^2 .
\]

The number of wavevectors grows with the volume, and each still needs all \(N\) particles.

A mesh removes this product. Each charge is spread over \(p^3\) points of a mesh of spacing \(h\) by B-splines of order \(p\). Spreading convolves the charges with the spline, so one fast Fourier transform with kernel \(e^{-i\mathbf k\cdot\mathbf r}\) gives, at all mesh wavevectors together, the conjugate structure factor \(S^*(\mathbf k)\) multiplied by the transform of the spline, apart from an aliasing error set by \(h\) and \(p\). The result is multiplied by the smoothed Coulomb factor and divided by the squared modulus of the discrete transform of the spline, which undoes the smoothing of both spreading and gathering. After multiplication by \(-i\mathbf k\), three inverse transforms give the field components, which are gathered at the particles with the same splines.

The mesh has \(M=V/h^3=N/(\rho h^3)\) points. For \(K\) points per side, \(K\) a power of two, a line needs \(\tfrac K2\log_2K\) butterflies, each with one complex multiplication. There are \(3K^2\) lines, which makes \(\tfrac32K^3\log_2K=\tfrac M2\log_2M\) per transform. Take one butterfly, or one mesh point visited in spreading or gathering, as the unit of work. Then

\[
T_{\rm mesh}=t_r\frac{2\pi}{3}\rho r_c^3N+2p^3N+4\cdot\frac M2\log_2M .
\]

With \(\log_2M=\log_2N+\log_2[1/(\rho h^3)]\) this is

\[
T_{\rm mesh}=N(a+b\log_2N),\qquad b=\frac{2}{\rho h^3},
\]
\[
a=t_r\frac{2\pi}{3}\rho r_c^3+2p^3+b\log_2\frac1{\rho h^3}.
\]

The multiplication on the mesh is left out; it would add a term proportional to \(N\).

This is \(N\log N\) at fixed accuracy provided \(h\) and \(p\) need not change with \(N\). The mesh must resolve waves up to about \(k_c\), which is fixed, so a fixed \(h\) should serve. The check supports this: with the parameters below, the rms mesh error against the direct reciprocal sum was \(2.7\times10^{-7}\) hartree/bohr both for \(N=512\) and for \(N=4096\).

### 4. Numbers

Take \(q=1\), \(\rho=1/64\) bohr\(^{-3}\), \(s=3\), \(t_r=8\) and \(t_k=2\), in units of one complex multiply-add. These costs are model choices. The size condition is \(N>376\), and the prefactor of \(N^{3/2}\) is

\[
\frac{4\cdot27}{3\sqrt\pi}\sqrt{8\cdot2}=81.24 .
\]

For \(N=4096\), \(N^{1/6}=4\) and \(\rho^{1/3}=1/4\) bohr\(^{-1}\), so

\[
\alpha_{\rm opt}=\frac{\sqrt\pi\cdot4^{1/6}}{4\cdot4}=0.140\ \text{bohr}^{-1},\qquad r_c=\frac{3}{0.1396}=21.5\ \text{bohr},
\]
\[
T_{\min}=81.24\times4096^{3/2}=2.13\times10^7 .
\]

For the fixed cutoff take \(r_c=12\) bohr, hence \(\alpha=0.25\) bohr\(^{-1}\), with \(h=1\) bohr and \(p=6\). Each particle has 113.1 neighbours, so pairs cost \(8\times113.1/2=452\) units per particle. Spreading and gathering cost \(2\times6^3=432\), and \(b=2\times64=128\). Thus \(a=452+432+128\times6=1652\). At \(N=4096\) the work per particle is \(1652+128\times12=3188\) units.

| \(N\) | \(r_c\) at optimum (bohr) | Optimal Ewald | Fixed \(r_c\), no mesh | Fixed \(r_c\), mesh |
|---|---|---|---|---|
| 4096 | 21.5 | \(2.13\times10^7\) | \(6.30\times10^7\) | \(1.31\times10^7\) |
| 32768 | 30.4 | \(4.82\times10^8\) | \(3.93\times10^9\) | \(1.17\times10^8\) |
| 262144 | 43.0 | \(1.09\times10^{10}\) | \(2.51\times10^{11}\) | \(1.04\times10^9\) |

The last three columns are work in units. The no-mesh column comes from counted neighbours and wavevectors, the other two from the formulas. Minimizing the counted work over \(\alpha\), without using the formula for \(\alpha_{\rm opt}\), gave least values within about 1% of the Ewald column and a fitted exponent of 1.50.

All columns use \(s=3\), but their errors are not identical. For each truncated sum, the leading-order estimate \(\delta F\) falls from \(6.7\times10^{-6}\) to \(4.7\times10^{-6}\) hartree/bohr down the Ewald column, while the real-space sum at \(r_c=12\) bohr has \(8.9\times10^{-6}\) hartree/bohr.

From the first row to the last, \(N\) grows 64-fold. The optimal Ewald work grows by \(64^{3/2}=512\), the mesh work by about 79. The two laws cross where \(81.24\sqrt N=1652+128\log_2N\), near \(N\approx1350\), and at \(N=262144\) the mesh needs about one tenth of the operations. The crossing point depends on the chosen costs and mesh parameters. The mesh with \(h=1\) bohr is finer than the accuracy requires, since its error is about 30 times below the truncation error. With \(h=1.6\) bohr the rms mesh error is about \(8\times10^{-6}\) hartree/bohr for both \(N=512\) and \(N=4096\); the formula then makes the mesh cheaper for every \(N>376\), by a factor of about 26 at \(N=262144\). The crossing at \(N\approx1350\) also extends the mesh formula to sizes where \(K=L/h\) is not a power of two (\(L\approx44\) bohr at \(N=1350\)); with \(K\) rounded up to 64, the mesh first becomes cheaper near \(N\approx2800\). With \(K\) always rounded up to a power of two it loses again just after \(K\) doubles, for \(N\) from 4097 to about 11300 and from 32769 to about 47700, and is cheaper above that. These are operation counts, so memory traffic and list building could shift it on a real machine; the exponents follow from the counts alone.

## Calculated quantities

```
density 0.015625 bohr^-3, s = 3.0, exp(-s^2) = 1.234e-04
costs: pair 8, particle-wavevector term 2 units
largest change of a force with alpha: 5.8e-09 hartree/bohr
alpha 0.2500 bohr^-1: measured/predicted error, real 1.034, reciprocal 0.928
alpha 0.3125 bohr^-1: measured/predicted error, real 1.030, reciprocal 1.010
r_c < L/2 at the optimum needs N > 376
prefactor of N^(3/2): 81.24 units
N = 4096, L = 64.0 bohr
  optimal alpha: formula 0.1396, counted 0.1406 bohr^-1
  r_c = 21.49 bohr, k_c = 0.8374 bohr^-1
  force error of each sum 6.65e-06 hartree/bohr
  least work: formula 2.130e+07, counted 2.104e+07 units
  counted real-space share at formula alpha 0.504
  fixed r_c, no mesh: 6.304e+07 units
  fixed r_c, mesh: 1.306e+07 units, per particle 3188
N = 32768, L = 128.0 bohr
  optimal alpha: formula 0.0987, counted 0.0985 bohr^-1
  r_c = 30.40 bohr, k_c = 0.5922 bohr^-1
  force error of each sum 5.60e-06 hartree/bohr
  least work: formula 4.819e+08, counted 4.770e+08 units
  counted real-space share at formula alpha 0.504
  fixed r_c, no mesh: 3.931e+09 units
  fixed r_c, mesh: 1.171e+08 units, per particle 3572
N = 262144, L = 256.0 bohr
  optimal alpha: formula 0.0698, counted 0.0697 bohr^-1
  r_c = 42.99 bohr, k_c = 0.4187 bohr^-1
  force error of each sum 4.71e-06 hartree/bohr
  least work: formula 1.090e+10, counted 1.084e+10 units
  counted real-space share at formula alpha 0.499
  fixed r_c, no mesh: 2.508e+11 units
  fixed r_c, mesh: 1.037e+09 units, per particle 3956
counted exponent, optimal Ewald: 1.502
counted exponent, reciprocal part at fixed r_c: 2.000
work ratio at 1.2 alpha_opt: formula 1.153, counted 1.155
mesh method: r_c = 12 bohr, alpha = 0.25 bohr^-1, h = 1 bohr, p = 6
  neighbours within r_c: formula 113.1, counted 113.0, 112.8, 113.7
  mesh points per particle 64
  per particle at N = 4096: pairs 452, spread+gather 432, FFT 2304 units
  truncation error of real sum 8.91e-06 hartree/bohr
  mesh error at N = 512: 2.73e-07 hartree/bohr
  mesh error at N = 4096: 2.66e-07 hartree/bohr
crossover of optimal Ewald and mesh: N = 1348
work ratio Ewald/mesh at N = 262144: 10.5
```
